# Reversible Scaling: Free Energy over a Temperature Range from Switching Runs, part 1

(Sections cited here and not found follow in the second part.)

## 1. The free-energy curve and the reversible work

Let $N$ classical nuclei with potential energy $U(R)$ move in a fixed volume, and let $F(T_0)$ be known at one temperature $T_0$. Keep the thermostat at $T_0$ and multiply the potential by a number $\lambda$. The free energy of the original system at the temperature $T=T_0/\lambda$ is then

$$F(T)=\frac{F(T_0)+W_{\rm rev}(\lambda)}{\lambda}+\frac{3}{2}NkT_0\,\frac{\ln\lambda}{\lambda},\qquad W_{\rm rev}(\lambda)=\int_1^{\lambda}\langle U\rangle_{\lambda'}\,d\lambda'. \tag{1}$$

Here $k$ is Boltzmann's constant and $\langle U\rangle_\lambda$ is the canonical average at $T_0$ with potential $\lambda U$. Because $W_{\rm rev}$ is an integral with a running upper limit, a single slow sweep of $\lambda$ estimates $F$ at every temperature passed on the way. A sweep of finite duration $\tau$ dissipates energy. Half the difference between the work of a forward sweep and that of its mirrored backward sweep is free of the mean dissipation of order $1/\tau$; a mean error of order $1/\tau^2$ and the statistical noise remain.

**Assumptions.** The nuclei are classical. The function $U(R)$ must not itself depend on temperature. This holds for the ground-state Born–Oppenheimer surface, and for a surface computed with a fixed electronic smearing. In the second case $U$ is the electronic free energy whose gradient gives the forces, and this is the energy to record for the work. If the electronic temperature followed $T$, the potential would change along the curve and a factor $\lambda$ alone could not represent it. The volume is fixed, so $F$ is the Helmholtz free energy along an isochore. Finally, the system must stay in one phase over the whole range of $\lambda$; the reason appears with the dissipation in the second half.

### Equal configurational weights

Write $\beta=1/(kT)$ and $\beta_0=1/(kT_0)$. The scaled system has the Hamiltonian

$$H_\lambda=K+\lambda U,\qquad K=\sum_{i=1}^{N}\frac{\mathbf p_i^2}{2m_i}, \tag{2}$$

and is held at $T_0$. With $T=T_0/\lambda$ we have $\beta=\lambda\beta_0$, so that

$$e^{-\beta_0\lambda U(R)}=e^{-\beta U(R)}. \tag{3}$$

The scaled system at $T_0$ therefore visits configurations with the same probabilities as the original system at $T$. Weakening the forces, $\lambda<1$, has the same effect on the positions as heating; strengthening them has the effect of cooling. The momenta are not affected by $\lambda$ and keep the distribution belonging to $T_0$.

There is a dynamical counterpart. At fixed $\lambda$ and without a thermostat, Newton's equation for the scaled system is $m_i\,d^2\mathbf r_i/dt^2=-\lambda\nabla_iU$. In the new time variable $t'=\sqrt\lambda\,t$ the left side becomes $\lambda m_i\,d^2\mathbf r_i/dt'^2$, and the factor $\lambda$ cancels:

$$m_i\frac{d^2\mathbf r_i}{dt'^2}=-\nabla_iU. \tag{4}$$

The path through configuration space is one of the original system, traversed at a different speed. The velocities $d\mathbf r_i/dt'$ are larger than $d\mathbf r_i/dt$ by $1/\sqrt\lambda$, and the kinetic energy is larger by $1/\lambda=T/T_0$, as it should be at temperature $T$. For $\lambda<1$ the scaled motion is slower than the true motion at $T$ by $\sqrt\lambda$, so a time step $\Delta t$ in the scaled system corresponds to a step $\sqrt\lambda\,\Delta t$ in the original system at $T$.

### The momentum factor

The classical partition functions of the original system at $T$ and of the scaled system at $T_0$ are

$$Q(T)=c_N\,P(T)\int e^{-\beta U}dR,\qquad Q_s(\lambda)=c_N\,P(T_0)\int e^{-\beta_0\lambda U}dR. \tag{5}$$

The constant $c_N$ is $1/N!$ for identical particles that exchange places, and $1$ for atoms bound to labelled sites. The factor $P$ collects the momentum integrals, each divided by Planck's constant $h$. Every Cartesian component contributes a Gaussian integral,

$$P(T)=\prod_{i=1}^{N}\left(\frac{1}{h}\int_{-\infty}^{\infty}e^{-p^2/(2m_ikT)}dp\right)^{3}=\prod_{i=1}^{N}\left(\frac{2\pi m_ikT}{h^2}\right)^{3/2}. \tag{6}$$

Masses and $h$ drop out of the ratio at two temperatures:

$$\frac{P(T)}{P(T_0)}=\left(\frac{T}{T_0}\right)^{3N/2}=\lambda^{-3N/2}. \tag{7}$$

By (3) the two configurational integrals in (5) are equal. Hence $Q(T)=\lambda^{-3N/2}Q_s(\lambda)$. Define $F_s(\lambda)=-kT_0\ln Q_s(\lambda)$ and use $kT=kT_0/\lambda$:

$$F(T)=-\frac{kT_0}{\lambda}\left[\ln Q_s(\lambda)-\frac{3N}{2}\ln\lambda\right]=\frac{F_s(\lambda)}{\lambda}+\frac32NkT_0\frac{\ln\lambda}{\lambda}. \tag{8}$$

The logarithm corrects for the momenta, which in the simulation stay at $T_0$. For $\lambda<1$ it is negative: the hot system has a broader momentum distribution, hence more entropy. If $F$ is defined without the momentum of the centre of mass, there are $3N-3$ independent momentum integrals, and $3N$ is replaced by $3N-3$ in (7) and (8). The reference value $F(T_0)$ must follow the same convention. Holding the centre of mass at rest only in the simulation is no reason for the change: if $U$ depends on relative positions alone, $\langle U\rangle_\lambda$ is unaffected, and the free energy of the full system keeps $3N$. In the difference between two phases with the same number of atoms, at the same temperature and scaled from the same reference temperature $T_0$, the logarithm cancels.

### The reversible work

In $Q_s$ only the exponent depends on $\lambda$. Differentiation gives

$$\frac{dF_s}{d\lambda}=-\frac{kT_0}{Q_s}\frac{dQ_s}{d\lambda}=-kT_0\,\frac{\int(-\beta_0U)e^{-\beta_0\lambda U}dR}{\int e^{-\beta_0\lambda U}dR}=\langle U\rangle_\lambda. \tag{9}$$

At $\lambda=1$ the scaled system is the original one at $T_0$, so $F_s(1)=F(T_0)$. Integration of (9) from $1$ to $\lambda$ yields

$$F_s(\lambda)=F(T_0)+W_{\rm rev}(\lambda), \tag{10}$$

and insertion into (8) gives (1). The average in (9) is that of the unscaled $U$. The scaled energy $\lambda U$ governs the motion, but its derivative with respect to $\lambda$ is what enters the work.

The result agrees with thermodynamics. Dividing (8) by $T=T_0/\lambda$ gives $F/T=F_s/T_0+\tfrac32Nk\ln\lambda$. Since $d\lambda/dT=-T_0/T^2=-\lambda/T$,

$$\frac{d}{dT}\frac{F}{T}=\frac{\langle U\rangle_\lambda}{T_0}\left(-\frac{T_0}{T^2}\right)+\frac{3Nk}{2\lambda}\left(-\frac{\lambda}{T}\right)=-\frac{\langle U\rangle_\lambda+\frac32NkT}{T^2}. \tag{11}$$

By (3), $\langle U\rangle_\lambda$ is the potential energy of the original system at $T$, and the numerator is its total energy $E(T)$. This is the Gibbs–Helmholtz relation. Reversible scaling is thus an integration of the energy over temperature, arranged so that the thermostat never has to change.

### Two limits and the zero of energy

For free particles, $U=0$, the work vanishes and (1) becomes $F(T)=(T/T_0)F(T_0)-\tfrac32NkT\ln(T/T_0)$. This is the ideal-gas law at fixed volume, and all of the logarithm comes from the momenta.

For a harmonic solid with $3N$ frequencies $\omega_j$, the classical free energy is $F(T)=kT\sum_j\ln(\hbar\omega_j/kT)$. Scaling the potential multiplies every frequency by $\sqrt\lambda$, whence

$$F_s(\lambda)=kT_0\sum_j\ln\frac{\hbar\omega_j}{kT_0}+\frac{3N}{2}kT_0\ln\lambda. \tag{12}$$

The last term is the reversible work. It equals the integral of $\langle U\rangle_\lambda=3NkT_0/(2\lambda)$, as equipartition requires. Inserting (12) into (8) adds a second, equal logarithm from the momenta:

$$F(T)=\frac{kT_0}{\lambda}\left[\sum_j\ln\frac{\hbar\omega_j}{kT_0}+3N\ln\lambda\right]=kT\sum_j\ln\frac{\hbar\omega_j\lambda}{kT_0}=kT\sum_j\ln\frac{\hbar\omega_j}{kT}. \tag{13}$$

Positions and momenta each supply half of the temperature dependence in the logarithm.

The zero of energy is free. If a constant $c$ is added to $U$, then $F(T_0)$ rises by $c$ and $W_{\rm rev}$ by $(\lambda-1)c$. The sum rises by $\lambda c$, and after division by $\lambda$ the free energy $F(T)$ rises by $c$, as it must. Total energies from electronic-structure calculations are large negative numbers. Subtracting the energy of a reference configuration before forming the work avoids the subtraction of large numbers later.

### An anharmonic example in equilibrium

Take a model solid of independent atoms. Each Cartesian coordinate $x$ of an atom has the potential energy

$$u(x)=\tfrac12\kappa x^2+\tfrac14gx^4,\qquad \kappa=0.05\ \text{Ry/bohr}^2,\quad g=0.2\ \text{Ry/bohr}^4. \tag{14}$$

Rydberg atomic units are used, with $\hbar=1$ and electron mass $\tfrac12$. The atomic mass is $m=25000$ in these units, or 50000 electron masses. The reference temperature is $T_0=400$ K, with $kT_0=2.5334$ mRy. These are round model parameters and describe no particular material. The harmonic frequency $\omega=\sqrt{\kappa/m}$ gives $\hbar\omega/kT_0=0.56$. Quantum corrections, which a real solid with this frequency would show, are left out; for this model they would raise $F$ by about 0.14 mRy per atom at 400 K and 0.05 mRy at 1600 K. The reference $F(T_0)$ in (1) must be the classical value: a quantum correction included in it would be multiplied by $T/T_0$, whereas the true correction falls as $T$ rises.

The reference value follows from numerical quadrature of $e^{-\beta_0(p^2/2m+u)}$ over $dx\,dp/(2\pi\hbar)$. Three coordinates give $F(T_0)=-3.6904$ mRy per atom. Quadrature of the Boltzmann average $\langle u\rangle_\lambda$, followed by integration over $\lambda$, gives the work. In mRy per atom:

| $T$ (K) | $\lambda$ | $W_{\rm rev}$ | $F_s/\lambda$ | log term | $F(T)$ |
|---|---|---|---|---|---|
| 800 | 1/2 | −2.198 | −11.776 | −5.268 | −17.044 |
| 1200 | 1/3 | −3.415 | −21.316 | −12.525 | −33.841 |
| 1600 | 1/4 | −4.248 | −31.754 | −21.073 | −52.827 |

The last row is assembled as follows. By (10), $F_s=-3.6904-4.2482=-7.9386$ mRy, and division by $\tfrac14$ gives $-31.754$ mRy. The logarithm is $\tfrac32\times2.5334\times4\times\ln\tfrac14=-21.073$ mRy. Their sum is $-52.827$ mRy, or $-718.7$ meV.

For a purely harmonic atom, (12) would give a work of $\tfrac32kT_0\ln\tfrac14=-5.268$ mRy at 1600 K. The actual work is smaller in magnitude. To see why, integrate by parts in the Boltzmann average, which gives $\lambda\langle x\,u'(x)\rangle_\lambda=kT_0$, or $\kappa\langle x^2\rangle_\lambda+g\langle x^4\rangle_\lambda=kT_0/\lambda$. Therefore

$$\langle u\rangle_\lambda=\tfrac12\left(\kappa\langle x^2\rangle_\lambda+g\langle x^4\rangle_\lambda\right)-\tfrac14g\langle x^4\rangle_\lambda=\frac{kT_0}{2\lambda}-\frac g4\langle x^4\rangle_\lambda. \tag{15}$$

With $g>0$ the mean potential energy lies below the harmonic value at every $\lambda$, and so does the magnitude of its integral.

### From equilibrium averages to one run

Instead of equilibrating at many fixed values of $\lambda$, let $\lambda(t)$ vary continuously during $0\le t\le\tau$. The forces at time $t$ are $-\lambda(t)\nabla U$, and the thermostat stays at $T_0$. In a first-principles run the electronic-structure calculation is carried out unchanged at each step; its forces are multiplied by $\lambda$ before they move the nuclei.

The energy $H_\lambda$ changes for two reasons: the thermostat exchanges heat, and the Hamiltonian depends explicitly on time. The second part is the work,

$$W(t)=\int_0^t\dot\lambda\,\frac{\partial H_\lambda}{\partial\lambda}\,dt'=\int_0^t\dot\lambda(t')\,U(R(t'))\,dt'. \tag{16}$$

In a run with discrete steps the trapezoidal rule adds $\tfrac12(\lambda_{n+1}-\lambda_n)(U_n+U_{n+1})$ at each step. If $\lambda$ hardly changes while $U$ fluctuates many times, the instantaneous values average to $\langle U\rangle_\lambda$, and $W(t)$ approaches $W_{\rm rev}(\lambda(t))$. The run then traces the curve

$$F\!\left(\frac{T_0}{\lambda(t)}\right)\approx\frac{F(T_0)+W(t)}{\lambda(t)}+\frac32NkT_0\frac{\ln\lambda(t)}{\lambda(t)}. \tag{17}$$

Errors pass through (17) with a factor $1/\lambda$:

$$\delta F(T)=\frac{T}{T_0}\left[\delta F(T_0)+\delta W\right]. \tag{18}$$

An error of the reference value or of the work is magnified fourfold between 400 and 1600 K. In units of the thermal energy it stays the same, since $\delta F(T)/kT=[\delta F(T_0)+\delta W]/kT_0$. No choice of schedule removes the error of the reference value. The error of the work depends on how fast $\lambda$ is switched.

## 2. Dissipation, its cancellation and the noise

The system with Hamiltonian $H_\lambda=K+\lambda U$ is held at $T_0$, with $\beta_0=1/(kT_0)$, and represents the original system at $T=T_0/\lambda$. Its free energy obeys $F_s(\lambda)-F_s(1)=W_{\rm rev}(\lambda)=\int_1^\lambda\langle U\rangle_{\lambda'}d\lambda'$. A run of duration $\tau$ records the work $W=\int\dot\lambda\,U\,dt$ of (16), and (17) turns it into $F(T)$, with errors multiplied by $T/T_0$. What remains is to find how $W$ differs from $W_{\rm rev}$ when $\tau$ is finite.

Scaling the potential at a fixed thermostat temperature gives $F(T)$ along an isochore from one reference value and the reversible work, which a single slow run can estimate. What remains is the error of that work at finite $\tau$: its mean dissipation, the cancellation of the leading part by a mirrored backward run, and the statistical noise.
